# Miller's Rule from an Anharmonic Oscillator and Its Limits for Electro-Optic Modulation

## The decision that depends on the rule

A modulator calculation needs the second-order susceptibility for an optical wave and a static or slowly varying bias. Suppose the available number is a second-harmonic coefficient, measured or computed at other frequencies. The decision is whether to rescale it by linear susceptibilities or to calculate the electro-optic response separately.

Within the oscillator model below, Miller's rule supports rescaling the electronic part at frequencies well below the electronic resonances; in a real crystal it is an approximation whose error can be much larger than the model's drift. It does not supply the ionic part of the Pockels effect, which needs its own anharmonic coefficient. In the example below, modelled on lithium niobate, the electronic part gives about 3 pm/V of an assumed total of 30 pm/V.

## Oscillator and field conventions

Let $N$ identical charges $q$ of mass $m$ per unit volume move along one polar axis. Their displacement $x$ obeys

$$\ddot x+\gamma\dot x+\omega_0^2x+ax^2=\frac{qE}{m}. \tag{1}$$

The quadratic force requires the absence of inversion symmetry. In bulk silicon, inversion symmetry gives $a=0$, so this dipole contribution vanishes although the linear susceptibility does not.

For two distinct optical tones,

$$E(t)=E_1e^{-i\omega_1t}+E_2e^{-i\omega_2t}+\mathrm{c.c.},\qquad \omega_3=\omega_1+\omega_2.$$

The second-order susceptibility is defined by

$$P^{(2)}(\omega_3)=2\varepsilon_0\chi_2(\omega_3;\omega_1,\omega_2)E_1E_2. \tag{2}$$

For one tone, $P^{(2)}(2\omega)=\varepsilon_0\chi_2E^2$. A static bias $E_0$ is written once, without a complex conjugate, so that $P^{(2)}(\omega)=2\varepsilon_0\chi_2(\omega;\omega,0)E(\omega)E_0$.

The quadratic force is treated as a perturbation: $|ax|\ll\omega_0^2$, with a driven displacement small enough that higher orders in the field can be dropped. Near a weakly damped resonance the displacement grows, so the permitted field is smaller there.

## Derivation of the reduced coefficient

Write $x=x^{(1)}+x^{(2)}+\cdots$, where the superscript counts powers of the field. At first order $ax^2$ is absent. A time derivative multiplies a component at $\omega$ by $-i\omega$, so

$$D(\omega)x^{(1)}(\omega)=\frac{q}{m}E(\omega),\qquad D(\omega)=\omega_0^2-\omega^2-i\gamma\omega.$$

Since $P=Nqx=\varepsilon_0\chi_1E$ at this order,

$$\chi_1(\omega)=\frac{Nq^2}{\varepsilon_0mD(\omega)}. \tag{3}$$

At second order, the applied field has already been accounted for, and the source is $-a[x^{(1)}]^2$. For distinct tones, the square contains $x^{(1)}(\omega_1)x^{(1)}(\omega_2)$ twice, once for each order of the factors. Therefore

$$D(\omega_3)x^{(2)}(\omega_3)=-2a\,x^{(1)}(\omega_1)x^{(1)}(\omega_2).$$

Insert the first-order displacements and multiply by $Nq$:

$$P^{(2)}(\omega_3)=-\frac{2aNq^3}{m^2D(\omega_3)D(\omega_1)D(\omega_2)}E_1E_2.$$

The factor 2 cancels the one in (2), leaving

$$\chi_2=-\frac{aNq^3}{\varepsilon_0m^2D(\omega_3)D(\omega_1)D(\omega_2)}. \tag{4}$$

For a single tone the square contains $[x^{(1)}(\omega)]^2$ once, and the definition of $\chi_2$ also lacks the factor 2, so (4) is unchanged.

The product of the three linear susceptibilities is

$$\chi_1(\omega_3)\chi_1(\omega_1)\chi_1(\omega_2)=\frac{N^3q^6}{\varepsilon_0^3m^3D(\omega_3)D(\omega_1)D(\omega_2)}.$$

Dividing (4) by this product cancels all three denominators:

$$\boxed{\Delta=\frac{\chi_2(\omega_3;\omega_1,\omega_2)}{\chi_1(\omega_3)\chi_1(\omega_1)\chi_1(\omega_2)}=-\frac{ma\varepsilon_0^2}{N^2q^3}.} \tag{5}$$

For electrons $q=-e$, hence $q^3=-e^3$ and $\Delta=ma\varepsilon_0^2/(N^2e^3)$. Reversing the polar axis reverses $a$, $\Delta$ and $\chi_2$ together.

Within this leading-order model $\Delta$ is constant even when damping makes the susceptibilities complex. The strong dispersion of $\chi_2$ is carried by the three linear responses. Far above resonance each $\chi_1$ falls as $\omega^{-2}$, so the second-harmonic susceptibility falls as $\omega^{-6}$ while $\Delta$ stays fixed.

## Which approximations keep it constant

### Local field and instantaneous force

Suppose each charge feels $E+LP/\varepsilon_0$, with a fixed number $L$. Since $P=Nqx$, the extra force per mass is $LNq^2x/(\varepsilon_0m)$. Moving it to the left of (1) gives

$$\omega_0^2\longrightarrow\omega_0^2-\frac{LNq^2}{\varepsilon_0m}.$$

The equation keeps its form, provided the shifted square remains positive. Because (5) does not contain $\omega_0$, this local field leaves $\Delta$ unchanged at fixed $N$, $q$, $m$ and $a$.

The force must also respond instantaneously to displacement. Add $gx\dot x$ to the left of (1) as a simple counterexample. The identity $x\dot x=\tfrac12\,d(x^2)/dt$ shows that its component at $\omega_3$ is $-i\omega_3/2$ times that of $x^2$. The second-order source therefore contains

$$a\longrightarrow a-\frac{ig\omega_3}{2}. \tag{6}$$

The reduced coefficient now varies with the output frequency. It is nearly constant if $|g|\omega_3\ll2|a|$.

These statements were tested by integrating the nonlinear equation in time, in units with $\omega_0=q/m=1$. The settings were $\gamma=0.2$, $a=1$, $Nq^2/(\varepsilon_0m)=1.5$, frequencies 0.3 and 0.5, and both amplitudes $2\times10^{-4}$. The cases were $(L,g)=(0,0)$, $(1/3,0)$ and $(0,1)$. For sum-frequency and second-harmonic output, the largest relative difference from the predicted reduced coefficient was $9.7\times10^{-5}$.

### Quantum motion

For an undamped quantum oscillator, the mean displacement satisfies

$$\frac{d^2\langle x\rangle}{dt^2}+\omega_0^2\langle x\rangle+a\langle x^2\rangle=\frac{qE}{m}.$$

To first order in $a$, $\langle x^2\rangle$ may be evaluated with harmonic motion. A uniform drive adds an ordinary number to the harmonic position operator, because the equation of motion is linear. It moves the mean without changing the variance, so

$$\langle x^2\rangle=\langle x\rangle^2+\frac{\hbar}{2m\omega_0}$$

for an oscillator that starts in its ground state. The constant shifts the equilibrium, and the driven part is the classical source. The classical $\Delta$ therefore survives to first order in $a$.

The size of the corrections is governed by

$$\kappa=\frac{a}{\omega_0^2}\sqrt{\frac{\hbar}{m\omega_0}}.$$

Reversing $x$ reverses the sign of $a$. The quadratic response changes sign and the linear response does not, so $\Delta$ is odd in $\kappa$, and its relative correction begins at $\kappa^2$. To test this in a well with a lower bound, the potential

$$V=\frac{m\omega_0^2x^2}{2}+\frac{max^3}{3}+\frac{ma^2x^4}{4\omega_0^2} \tag{7}$$

was diagonalized and the responses were summed over states. With $u=ax/\omega_0^2$, its curvature is $m\omega_0^2(1+2u+3u^2)$, which is positive for every $u$, so the well has one minimum. For input frequencies $0.3\omega_0$ and $0.25\omega_0$, the relative deviation from (5) was $-3.01\times10^{-4}$ at $\kappa=0.01$ and $-1.21\times10^{-3}$ at $\kappa=0.02$. Doubling $\kappa$ multiplies the deviation by four, as expected.

### Several electronic resonances

A solid has more than one resonance. Consider independent, undamped species $j$, each obeying (5), and let all frequencies lie well below every $\omega_j$. Let $f_j$ be the share of species $j$ in $\chi_1(0)$ and $w_j$ its share in $\chi_2(0)$. Each set of shares sums to one. Expanding the linear response gives

$$\chi_{1,j}(\omega)=\frac{f_j\chi_1(0)}{1-\omega^2/\omega_j^2}\approx f_j\chi_1(0)\left(1+\frac{\omega^2}{\omega_j^2}\right).$$

Define $S=\omega_1^2+\omega_2^2+\omega_3^2$. Each species contributes three such factors to $\chi_2$, so to order $\omega^2$

$$\chi_2\approx\chi_2(0)\left[1+S\sum_j\frac{w_j}{\omega_j^2}\right].$$

The product of the three total linear susceptibilities is

$$\chi_1(\omega_3)\chi_1(\omega_1)\chi_1(\omega_2)\approx\chi_1(0)^3\left[1+S\sum_j\frac{f_j}{\omega_j^2}\right].$$

Dividing and keeping terms of order $S$ gives

$$\frac{\Delta(\omega_1,\omega_2)}{\Delta(0)}\approx1+KS,\qquad K=\sum_j\frac{w_j-f_j}{\omega_j^2}. \tag{8}$$

This identifies two reasons for near constancy: the frequencies are low, and the linear and nonlinear responses weight the resonances similarly. If contributions to $\chi_2(0)$ have opposite signs, some $w_j$ are negative and others can exceed one. The weighting can then differ strongly, and the drift can be large.

A common length scale $d$ gives a useful special case. Let the quadratic force match the harmonic force at $|x|=d$, so that $a_j=\omega_j^2/d$. From (3), $N_j=\varepsilon_0m\omega_j^2\chi_{1,j}(0)/e^2$. Substitution in (5) gives

$$\Delta_j=\frac{e}{m\omega_j^2d\,\chi_{1,j}(0)^2},\qquad \chi_{2,j}(0)=\Delta_j\chi_{1,j}(0)^3=\frac{e\chi_{1,j}(0)}{m\omega_j^2d}.$$

Thus $w_j=(f_j/\omega_j^2)/\langle\omega^{-2}\rangle$, where angle brackets here mean an average with weights $f_j$. Equation (8) becomes

$$K=\frac{\langle\omega^{-4}\rangle-\langle\omega^{-2}\rangle^2}{\langle\omega^{-2}\rangle}\ge0. \tag{9}$$

The drift is the variance of $\omega_j^{-2}$ divided by its mean. It vanishes for coincident resonances and, at a fixed mean, grows with the spread of $\omega_j^{-2}$. The gap in frequency alone does not set it: at equal shares, resonances at 10 and 20 eV give a smaller $K$ than resonances at 5 and 9 eV.

## Static bias and ionic motion

At optical frequencies the ions barely follow the field, but under a static bias they do. Let $P_i$ be the polarization of mode $i$, and let a cubic energy produce the additional field

$$E_i^{\rm nl}=\frac{1}{\varepsilon_0^2}\sum_{jk}\Delta_{ijk}P_jP_k.$$

Because the field derives from an energy, $\Delta_{ijk}$ is symmetric in its indices. For one mode, the force $-max^2$ divided by $q$ is the field $-maP^2/(N^2q^3)$, which reproduces (5).

At second order $P_i^{(2)}(\omega_3)=\varepsilon_0\chi_i(\omega_3)E_i^{\rm nl}(\omega_3)$. The product $P_jP_k$ contains two assignments of the input frequencies. They are equal after summation because of the symmetry in $j,k$, and their factor 2 cancels that in (2):

$$\chi_2(\omega_3;\omega_1,\omega_2)=\sum_{ijk}\Delta_{ijk}\chi_i(\omega_3)\chi_j(\omega_1)\chi_k(\omega_2). \tag{10}$$

Now take one electronic mode $e$ and one ionic mode $i$. Retain $\Delta_{eee}$ and $\Delta_{eei}$, and set the coefficients with two or three ionic indices to zero. For $\omega_1=\omega$ and $\omega_2=0$, (10) gives

$$\begin{aligned}\chi_2(\omega;\omega,0)={}&\chi_e(\omega)^2\left[\Delta_{eee}\chi_e(0)+\Delta_{eei}\chi_i(0)\right]\\&+2\Delta_{eei}\chi_e(\omega)\chi_i(\omega)\chi_e(0).\end{aligned} \tag{11}$$

The last term is small when $|\chi_i(\omega)|$ is small. The large static $\chi_i(0)$ remains in the first line. A Miller coefficient inferred from optical mixing gives $\Delta_{eee}$ approximately if the ionic terms in (10) are small, but it does not then give $\Delta_{eei}$. A pump several times above the phonon energy may not be enough. With the values fitted below, (10) shows that ionic motion lowers the second-harmonic $\chi_2$ by 3.3% for a 0.80 eV pump, but by 55% for a 0.20 eV pump. The second figure only illustrates the trend: including a coefficient $\Delta_{eii}=\pm0.94$ pm/V and refitting $\Delta_{eei}$ moves it between 50% and 60%, and 0.20 eV (6.2 µm) lies beyond the infrared transparency range of lithium niobate.

To obtain the device coefficient, note that the bias changes $n^2=1+\chi_1$ by $2\chi_2E_0$. With the convention $\delta(1/n^2)=rE_0$,

$$r=-\frac{\delta(n^2)}{n^4E_0}=-\frac{2\chi_2(\omega;\omega,0)}{n^4}, \tag{12}$$

$$\delta n=\frac{\delta(n^2)}{2n}=\frac{\chi_2E_0}{n}=-\frac{n^3rE_0}{2}. \tag{13}$$

With this sign convention a positive $\chi_2$ gives a negative $r$ and an index that rises with positive bias. The example quotes $|r|$.

## Example at 1550 nm

The inputs are rough values in the regime of lithium niobate for fields along its polar axis: electronic $\chi_e(0)=3.5$, clamped static permittivity 28, a polar phonon at 31 meV and $|r|$ near 30 pm/V. The electronic resonance is set to 7 eV. The length $d=0.20$ nm is a bond-scale estimate, and $a=\omega_0^2/d$ is an assumption about the strength of the anharmonic force. Damping and the local-field term are set to zero.

Equation (3) at zero frequency gives $N=1.244\times10^{29}\ \mathrm{m^{-3}}$, and the estimate for $a$ gives $5.655\times10^{41}\ \mathrm{m^{-1}s^{-2}}$. Hence

$$\Delta_{eee}=\frac{ma\varepsilon_0^2}{N^2e^3}=0.635\ \mathrm{pm/V}.$$

The photon energy is 0.800 eV. The electronic susceptibilities at the fundamental and second harmonic are 3.546 and 3.693, so

$$\chi_2(2\omega;\omega,\omega)=0.635\times3.693\times(3.546)^2\approx29.5\ \mathrm{pm/V}.$$

To convert this electronic value to static bias, replace the harmonic leg by a static leg:

$$\chi_{2,e}(\omega;\omega,0)=29.48\times\frac{3.500}{3.693}\approx27.9\ \mathrm{pm/V}.$$

With $n=2.124$, (12) gives an electronic contribution

$$|r_e|=\frac{2\times27.9}{(2.124)^4}\approx2.7\ \mathrm{pm/V}.$$

The assumed total of 30 pm/V instead requires

$$\chi_2(\omega;\omega,0)=\frac{30\times(2.124)^4}{2}\approx305\ \mathrm{pm/V}.$$

The ionic static susceptibility is $28-1-3.5=23.5$, while its value at the photon energy is $-0.035$. If the electronic and ionic contributions have the same sign, (11) gives

$$\Delta_{eei}=\frac{305.2-27.9}{(3.546)^2(23.5)+2(3.546)(-0.035)(3.5)}\approx0.94\ \mathrm{pm/V}.$$

This coefficient is fitted to the assumed $r$ and is not a prediction. It is comparable with $\Delta_{eee}$, so in this fit the large ionic contribution comes mainly from the large static susceptibility. Using the electronic coefficient with the total static susceptibility would give $|r|=20.8$ pm/V, about 31% below the assumed total. Agreement in order of magnitude does not justify using one coefficient for both modes.

At a bias of 0.01 MV/cm, or 1 V/µm, (13) gives

$$|\delta n|=\frac{(305\times10^{-12}\ \mathrm{m/V})(10^6\ \mathrm{V/m})}{2.124}\approx1.4\times10^{-4}.$$

The coupled-mode formula was tested by finding the equilibrium at biases of $\pm0.01$ MV/cm and differentiating the linear response. At photon energies of 0.800 and 0.05 eV it agreed with (10) to within one part in $10^4$.

## Frequency drift and neglected effects

To size the effect of a broader electronic spectrum, replace the 7 eV resonance by independent resonances at 5 and 9 eV. Hold $\chi_e(0)$, $d$ and the leading index dispersion fixed. The lower resonance then supplies 0.292 of the linear response but 0.571 of $\chi_2(0)$, and $K=0.00774\ \mathrm{eV^{-2}}$. For second-harmonic generation $S=6\omega^2$, with $\omega$ expressed here as a photon energy. The changes relative to zero frequency are:

| Pump (eV) | Rise of $\chi_2$ | Rise of $\Delta$ | Estimate $KS$ |
|---:|---:|---:|---:|
| 0.40 | 2.8% | 0.8% | 0.7% |
| 0.80 | 12.0% | 3.3% | 3.0% |
| 1.60 | 72.4% | 18.4% | 11.9% |

At 0.80 eV the reduced coefficient varies much less than $\chi_2$. At 1.60 eV the harmonic lies at 3.20 eV, no longer far below 5 eV, and the low-frequency expansion underestimates the drift. For a 0.80 eV wave with static bias, $S=2\omega^2$ and the rise of $\Delta$ is 1.0%.

In this example, zero-point motion affects the magnitude of the reduced coefficient more than its dispersion. The parameter is $\kappa=0.52$, which is not small. In the bounded well (7), the static reduced coefficient is 0.52 times the classical value. Its change from zero frequency to second-harmonic generation at 0.80 eV is only $-0.15\%$. Thus near constancy does not establish that the classical estimate of the coefficient is accurate. The factor belongs to this choice of well and is not a correction to apply to every crystal.

The other sizes concern the use of the model in a device. With the fitted coupling, ionic motion changes the electronic second-harmonic $\chi_2$ by $-3.3\%$. This uses the single 31 meV mode; the measured index dispersion of lithium niobate suggests an ionic susceptibility nearer $-0.05$ than $-0.035$ at 1550 nm, which would give about $-5\%$. At the chosen bias, the even part of the change in susceptibility is $2.0\times10^{-4}$ of the odd part, so the linear Pockels description is adequate within the two-mode model. For the single electron, the static equation $ax^2+\omega_0^2x+eE/m=0$ loses its real solutions above

$$E=\frac{m\omega_0^4}{4ae}\approx322\ \mathrm{MV/cm}.$$

This holds for one field direction and for the electron alone. With the fitted electron-ion coupling, the two-mode model loses its equilibrium already near 30 MV/cm, which is still far above the chosen bias. Both values are limits of the cubic energy, not breakdown strengths.

## Comparison with lithium niobate

The second-harmonic $\chi_2$ of lithium niobate along the polar axis is roughly 40 to 50 pm/V for near-infrared pumps. Reported values rise from about 39 pm/V for a 1.31 µm pump to about 50 pm/V for a 1.06 µm pump, nearly 30%, whereas rescaling with the measured refractive indices at constant $\Delta$ gives about 7%. The few-percent drift in the table is therefore a property of the independent-oscillator model and not a bound for the crystal. The classical estimate of 29.5 pm/V has the right order of magnitude but is low. At unchanged oscillator density, zero-point motion in the chosen well would lower it further: the static reduced coefficient falls to 0.52 of its classical value and the static linear susceptibility to 0.86, so the static $\chi_2$ falls to about one third. The bond-length estimate should therefore not be used as a quantitative material calculation. The assumption that fails most severely for the modulator is a purely electronic response: restoring the ions moves $|r|$ from 2.7 to the assumed 30 pm/V. The real crystal also has several polar phonons. The 31 meV mode has mean occupation 0.43 at 300 K. For a harmonic mode this enlarges the constant variance of the displacement but not its driven part, so with the quadratic forces used here, occupation affects the reduced coefficients only beyond first order in the anharmonicity. Higher-order forces in a real crystal can add a temperature dependence at first order in their own strength. That correction has not been sized, and the fitted coefficient applies at the temperature of the input $r$. Piezoelectric strain, which contributes when the bias varies slowly enough for the crystal to deform, tensor components off the polar axis and absorption are left out and have not been sized.

## Use in a calculation

1. Separate electronic and ionic linear susceptibilities, and put every $\chi_2$ into convention (2).
2. Obtain $\Delta_{eee}$ from optical mixing well below the electronic resonances and far enough above the phonons that the ionic terms in (10) are negligible. Use complex susceptibilities if absorption matters.
3. Rescale the electronic $\chi_2$ with (5). Estimate its drift with (8) if the resonance shares are known; otherwise compare data at two frequencies.
4. For static or radio-frequency bias, calculate or measure the ionic contribution separately, and state whether the crystal is clamped.
5. Convert to $r$ with (12), retaining the sign until the axis and bias direction have been fixed.

The numerical output below lists the inputs and results with further digits for checking an implementation.

## Computed values

```
time-domain test, largest relative error: 9.7e-05
quantum deviation, kappa=0.01: -3.01e-04
quantum deviation, kappa=0.02: -1.21e-03
input wavelength: 1550 nm
photon energy: 0.7999 eV
input electronic chi1(0): 3.50
input electronic resonance: 7.0 eV
input bond-scale length: 0.20 nm
input clamped static permittivity: 28
input polar phonon: 31 meV
input rough total |r|: 30 pm/V
input bias field: 0.010 MV/cm
oscillator density: 1.244e+23 cm^-3
anharmonic coefficient a: 5.655e+41 m^-1 s^-2
electronic chi1 at photon energy: 3.5463
electronic chi1 at twice photon energy: 3.6929
refractive index: 2.1239
electronic Miller coefficient: 0.6347 pm/V
electronic chi2, second harmonic: 29.48 pm/V
electronic chi2, static bias: 27.94 pm/V
electronic part of |r|: 2.75 pm/V
ionic chi1(0): 23.50
ionic chi1 at photon energy: -0.0353
total chi2, static bias, for rough |r|: 305.2 pm/V
fitted electron-ion coefficient: 0.9410 pm/V
effective Miller coefficient, static bias: 0.9171 pm/V
|r| if electronic coefficient used with total chi1(0): 20.8 pm/V
index change at bias: 1.437e-04
error of two-term static-bias formula: 0.27 %
ionic change of second-harmonic chi2: -3.31 %
two resonances: 5 and 9 eV
lower resonance share of chi1(0): 0.292
lower resonance share of chi2(0): 0.571
drift coefficient: 0.00774 eV^-2
pump 0.400 eV: chi2 rise 2.77 %, Miller rise 0.76 %, drift law 0.74 %
pump 0.800 eV: chi2 rise 12.01 %, Miller rise 3.27 %, drift law 2.97 %
pump 1.600 eV: chi2 rise 72.41 %, Miller rise 18.42 %, drift law 11.89 %
pump 0.800 eV with static bias: Miller rise 1.02 %
zero-point parameter kappa: 0.522
quantum/classical static Miller coefficient: 0.518
quantum Miller drift, second harmonic: -0.15 %
curvature/linear response at bias: 2.0e-04
field where cubic well loses its minimum: 322 MV/cm
phonon occupation at 300 K: 0.43
```
